# Logarithmic and linear Wannier centres and spreads: behaviour under translation: a program that tests the result

```python
# Result under test. M_mn(k,b)=<u_mk|u_n,k+b>, weights sum_b w_b b b^T = 1, phi=Im ln M_nn.
#  log scheme : r=-sum_b w_b b <phi>_k, <r^2>=sum_b w_b <1-|M_nn|^2+phi^2>_k
#  lin scheme : phi -> Im M_nn,         <r^2>=sum_b w_b <2 Re(1-M_nn)>_k
# Translating a Wannier function w by a lattice vector R shifts the log centre by exactly R
# and keeps the spread <r^2>-r^2 (on a continued branch); the lin scheme measures <sin bx>/b
# and fails. Functions are translated in real space and M is recomputed from them.
# w has shape (function, cell indices..., orbital or grid point at position tau in the cell).
import numpy as np
from scipy import constants as sc
pi = np.pi
h2m = sc.hbar**2/(2*sc.m_e)/sc.e*1e20  # eV A^2

def overlaps(w, tau, steps, bv):
    ax = tuple(range(1, w.ndim-1)); J, no = w.shape[0], w.shape[-1]
    c = np.fft.fftn(w, axes=ax); out = []
    for s, b in zip(steps, bv):
        cb = np.roll(c, tuple(-i for i in s), axis=ax)
        out.append(np.einsum('mkj,j,nkj->kmn', c.reshape(J, -1, no).conj(),
                             np.exp(-1j*tau@b), cb.reshape(J, -1, no)))
    return np.array(out)

def estimate(M, bv, wt, scheme, guide=None):
    d = np.einsum('bknn->bkn', M)
    if scheme == 'avg': d = d.mean(1, keepdims=True)
    ph = np.angle(d)
    if guide is not None:
        bg = (bv@guide.T)[:, None, :]
        ph = np.angle(d*np.exp(1j*bg))-bg
    q = 1-abs(d)**2+ph**2
    if scheme in ('lin', 'hyb'): q = 2*(1-d.real)
    if scheme == 'lin': ph = d.imag
    if scheme == 'lnabs': q = -np.log(abs(d)**2)+ph**2
    if scheme == 'sin3': ph = ph+0.01*np.sin(12*ph)**3
    if scheme == 'even': ph = ph+np.log(abs(d))
    r = -np.einsum('b,bx,bn->nx', wt, bv, ph.mean(1))
    return r, wt@q.mean(1)-(r**2).sum(1)

# ---------- 1D model: V = -V1 cos G(x-t) - V2 sin 2G(x-t), lowest band ----------
a, V1, V2, ng = 5.0, 4.0, 2.0, 56
G = 2*pi/a; mm = np.arange(-12, 13); xg = np.arange(ng)*a/ng

def wannier1d(N, t=0.0, alpha=0.0):
    b = G/N; v1 = -V1/2*np.exp(-1j*G*t); v2 = -V2/2j*np.exp(-2j*G*t)
    Vm = v1*np.eye(25, k=-1)+v2*np.eye(25, k=-2); Vm = Vm+Vm.conj().T
    c = np.zeros((N, ng), complex); E = []
    for q in range(N):
        k = q*b-G*np.round(q/N)
        e, v = np.linalg.eigh(np.diag(h2m*(k+mm*G)**2)+Vm); E.append(e[:2])
        c[q] = np.exp(1j*np.outer(xg, k+mm*G))@v[:, 0]/np.sqrt(ng)
    link = lambda p, q: np.vdot(c[p], np.exp(-1j*b*xg)*c[q])
    for q in range(1, N): c[q] *= np.exp(-1j*np.angle(link(q-1, q)))
    qs = np.arange(N)
    c *= np.exp(1j*(qs*np.angle(link(N-1, 0))/N+alpha*np.sin(qs*b*a)))[:, None]
    E = np.array(E)
    return np.fft.ifft(c, axis=0)[None], E[:, 1].min()-E[:, 0].max()

def M1(w, n=0):
    b = G/w.shape[1]; bv = np.array([[b], [-b]])
    return overlaps(np.roll(w, n, axis=1), xg[:, None], [(1,), (-1,)], bv), bv, np.full(2, .5/b**2)

def est1(w, n, scheme, guide=None):
    r, s = estimate(*M1(w, n), scheme, None if guide is None else np.array([[guide]]))
    return r[0, 0], s[0]

def quad(w, f, n=0):  # integral of |w|^2 f(x), window of length L centred on n*a
    N = w.shape[1]; L = N*a
    x = np.arange(N)[:, None]*a+xg[None, :]
    x = (x-n*a+L/2) % L-L/2+n*a
    return (abs(np.roll(w, n, axis=1)[0])**2*f(x)).sum()

N = 12; b = G/N; L = N*a
w, gap = wannier1d(N)
assert gap > 1 and abs(quad(w, lambda x: x**0)-1) < 1e-12
xq = quad(w, lambda x: x); x2q = quad(w, lambda x: x*x)
z = quad(w, lambda x: np.exp(-1j*b*x)); beta = -np.angle(z)
M0 = M1(w)[0]; ph0 = np.angle(M0[0, :, 0, 0])
assert abs(M0[0].mean()-z) < 1e-12
assert np.allclose(M0[1], np.roll(M0[0], 1, axis=0).conj(), atol=1e-12)
print(f"1D model: a={a} A, V1={V1} eV, V2={V2} eV, hbar^2/2m={h2m:.4f} eV A^2, gap={gap:.4f} eV")
print(f"N={N}, L={L:.1f} A, b={b:.6f} 1/A, w_b={.5/b**2:.4f} A^2")
print(f"quadrature: centre={xq:.6f} A, <x^2>={x2q:.6f} A^2, spread={x2q-xq**2:.6f} A^2")
print(f"C={z.real:.8f}, S={-z.imag:.8f}, |z|={abs(z):.8f}, beta={beta:.8f} rad")
print(f"link phase={ph0.mean():.8f} rad, |M| from {abs(M0).min():.6f} to {abs(M0).max():.6f}")
print("R(A) | x_log(A) Om_log(A^2) | x_lin(A) Om_lin(A^2) | Om_hybrid(A^2) | wrapped links")
x0, s0 = est1(w, 0, 'log'); xl0, sl0 = est1(w, 0, 'lin')
for n in range(7):
    R = n*a; wraps = int((ph0-b*R <= -pi).sum())
    assert np.allclose(M1(w, n)[0][0], np.exp(-1j*b*R)*M0[0], atol=1e-12)
    x, s = est1(w, n, 'log'); xl, sl = est1(w, n, 'lin'); sh = est1(w, n, 'hyb')[1]
    assert wraps in (0, N) and abs(x-(x0+R-wraps*a)) < 1e-10 and abs(s-s0) < 1e-9
    assert abs(quad(w, lambda y: y, n)-xq-R) < 1e-9
    assert abs(xl-quad(w, lambda y: np.sin(b*y)/b, n)) < 1e-10
    assert abs(sl+xl**2-quad(w, lambda y: 2*(1-np.cos(b*y))/b**2, n)) < 1e-9
    assert abs(xl-abs(z)*np.sin(beta+b*R)/b) < 1e-10
    assert abs(sl-(1-abs(z)**2+(1-abs(z)*np.cos(beta+b*R))**2)/b**2) < 1e-9
    for sch in ('avg', 'lnabs', 'sin3', 'even'):
        dx = est1(w, n, sch)[0]-est1(w, 0, sch)[0]
        assert abs(dx-(R-wraps*a)) < 1e-9
    for sch in ('avg', 'lnabs'):
        assert abs(est1(w, n, sch)[1]-est1(w, 0, sch)[1]) < 1e-9
    if n:
        assert abs(xl-xl0-R) > 0.1 and sl-sl0 > 0.5 and abs(sh-est1(w, 0, 'hyb')[1]) > 0.1
    print(f"{R:4.0f} | {x:10.6f} {s:9.6f} | {xl:9.5f} {sl:10.5f} | {sh:10.5f} | {wraps}")
assert abs(est1(w, 6, 'lin')[0]+xl0) < 1e-10 and est1(w, 3, 'hyb')[1] < 0
assert abs(est1(w, 0, 'even')[0]-x0) < 1e-11
print(f"R=0 other rules: averaged-log x={est1(w,0,'avg')[0]:.6f} A, Om={est1(w,0,'avg')[1]:.6f} A^2;"
      f" -ln|M|^2 Om={est1(w,0,'lnabs')[1]:.6f} A^2")

# convergence to quadrature, and leading-order failure of the linear scheme at R=a
err = {}
for Nc in (48, 96):
    wc = wannier1d(Nc)[0]; bc = G/Nc
    m1, m2 = quad(wc, lambda x: x), quad(wc, lambda x: x*x)
    A, B, B1 = est1(wc, 0, 'log'), est1(wc, 0, 'lin'), est1(wc, 1, 'lin')
    err[Nc] = np.array([A[0]-m1, A[1]-m2+m1**2, B[0]-m1, B[1]-m2+m1**2,
                        B1[0]-B[0]-a, B1[1]-B[1]])
    lead = np.array([-bc**2*(a**3+3*a*a*m1+3*a*m2)/6, bc**2*((m2+2*a*m1+a*a)**2-m2**2)/4])
    assert np.all(abs(err[Nc][4:]/lead-1) < 0.01)
    e = err[Nc]
    print(f"N={Nc}: error log x {e[0]:.3e} A, Om {e[1]:.3e} A^2; lin x {e[2]:.3e} A, Om {e[3]:.3e} A^2")
    print(f"N={Nc}, R=a: lin shift error {e[4]:.4e} A (leading {lead[0]:.4e}),"
          f" extra Om {e[5]:.4e} A^2 (leading {lead[1]:.4e})")
ratio = err[48]/err[96]
assert np.all(abs(ratio-4) < 0.2)
print("error ratios N=48/N=96:", " ".join(f"{r:.3f}" for r in ratio))

# arbitrary origin shift (potential moved, problem solved again); mesh-tuned rule
t = 1.5; wt_ = wannier1d(N, t)[0]; w16 = wannier1d(16)[0]
e_log = est1(wt_, 0, 'log')[0]-x0-t
e_s3 = est1(wt_, 0, 'sin3')[0]-est1(w, 0, 'sin3')[0]-t
e_16 = est1(w16, 1, 'sin3')[0]-est1(w16, 0, 'sin3')[0]-a
assert abs(e_log) < 1e-9 and abs(est1(wt_, 0, 'log')[1]-s0) < 1e-9
assert abs(e_s3) > 1e-3 and abs(e_16) > 1e-3
print(f"origin shift t={t} A: log error {abs(e_log):.0e} A; phi+0.01 sin^3(12 phi) error {e_s3:.5f} A")
print(f"same rule on N=16, R=a: error {e_16:.5f} A")

# smooth gauge alpha sin(ka), partial wrapping, guided branch
al = 0.3; wg = wannier1d(N, alpha=al)[0]
xg0, sg0 = est1(wg, 0, 'log'); OD = 2*(al*np.sin(b*a/2)/b)**2
dl = est1(wg, 0, 'lin')[0]-xl0; da = est1(wg, 0, 'avg')[0]-est1(w, 0, 'avg')[0]
assert abs(xg0-x0) < 1e-10 and abs(sg0-s0-OD) < 1e-9 and abs(dl) > 1e-5 and abs(da) > 1e-5
x2_, s2_ = est1(wg, 2, 'log')
assert abs(x2_-xg0-2*a) < 1e-10 and abs(s2_-sg0) < 1e-9
print(f"gauge alpha={al}: x_log={xg0:.6f} A, Om_log={sg0:.6f} A^2, Om_D={OD:.6f} A^2")
print(f"  centre change: lin {dl:.3e} A, averaged-log {da:.3e} A")
phg = np.angle(M1(wg)[0][0, :, 0, 0]); R = 6*a; nw = int((phg-b*R <= -pi).sum())
xp, sp = est1(wg, 6, 'log'); xc, s_c = est1(wg, 6, 'log', guide=R)
assert 0 < nw < N and abs(xp-(xg0+R-nw*a)) < 1e-9 and sp-sg0 > 10
assert abs(xc-xg0-R) < 1e-10 and abs(s_c-sg0) < 1e-9
print(f"  R={R:.0f} A: {nw} of {N} links wrap; principal x={xp:.6f} A, Om={sp:.3f} A^2")
print(f"  guided branch: x={xc:.6f} A, Om={s_c:.6f} A^2")

# ---------- fcc tight-binding model, orbitals A, B, C, two lower bands ----------
a3, N3 = 6.0, 8
Av = a3/2*np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.]]); Bv = 2*pi*np.linalg.inv(Av).T
tau = np.outer([0, 1, -1], Av.sum(0)/4)
steps = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 1)]
steps += [tuple(-i for i in s) for s in steps]
bv = np.array(steps)@Bv/N3; w8 = 3/(8*(bv**2).sum(1))
assert np.allclose(np.einsum('b,bx,by->xy', w8, bv, bv), np.eye(3))
c3 = np.zeros((2, N3, N3, N3, 3), complex); cr = c3.copy(); g3 = []
rng = np.random.default_rng(1)
for q in np.ndindex(N3, N3, N3):
    p = np.exp(2j*pi*np.array(q)/N3); H = np.zeros((3, 3), complex)
    H[0, 1] = -0.4*(1+p.conj().sum()); H[0, 2] = -0.5*(1+p.sum())
    H[1, 2] = -np.dot([0.4, 0.3, 0.2], p)
    e, v = np.linalg.eigh(H+H.conj().T+np.diag([-3, -2.5, 3])); g3.append(e)
    U, _, W = np.linalg.svd(v[:2, :2].conj().T); vv = v[:, :2]@U@W
    Q = np.linalg.qr(rng.normal(size=(2, 2))+1j*rng.normal(size=(2, 2)))[0]
    c3[(slice(None),)+q] = vv.T; cr[(slice(None),)+q] = (vv@Q).T
g3 = np.array(g3); gap3 = g3[:, 2].min()-g3[:, 1].max(); assert gap3 > 1
w3 = np.fft.ifftn(c3, axes=(1, 2, 3))

def moved(n):
    u = w3.copy(); u[1] = np.roll(u[1], n, axis=(0, 1, 2))
    return overlaps(u, tau, steps, bv)

def parts(M, r):
    d = np.einsum('bknn->bkn', M); tot = (abs(M)**2).sum((2, 3))
    D = ((np.angle(d)+(bv@r.T)[:, None, :])**2).sum(2)
    return np.array([w8@(2-tot).mean(1), w8@(tot-(abs(d)**2).sum(2)).mean(1), w8@D.mean(1)])

Ma = moved((0, 0, 0)); r0, o0 = estimate(Ma, bv, w8, 'log'); P0 = parts(Ma, r0)
assert abs(P0.sum()-o0.sum()) < 1e-10 and P0.min() > 1e-8
Mr = overlaps(np.fft.ifftn(cr, axes=(1, 2, 3)), tau, steps, bv)
assert abs(parts(Mr, r0)[0]-P0[0]) < 1e-10
Mb = moved((1, 0, 0)); r1, o1 = estimate(Mb, bv, w8, 'log')
assert np.allclose(r1, r0+np.outer([0, 1], Av[0]), atol=1e-10) and np.allclose(o1, o0, atol=1e-10)
assert np.allclose(parts(Mb, r1), P0, atol=1e-10)
l0, lo0 = estimate(Ma, bv, w8, 'lin'); l1, lo1 = estimate(Mb, bv, w8, 'lin')
assert np.linalg.norm(l1[1]-l0[1]-Av[0]) > 0.1 and abs(lo1[1]-lo0[1]) > 0.1
v3 = lambda v: "("+", ".join(f"{x:.5f}" for x in v)+")"
print(f"fcc model: a={a3} A, mesh {N3}^3, |b|={np.linalg.norm(bv[0]):.5f} 1/A, w_b={w8[0]:.4f} A^2")
print("  E(A,B,C)=-3,-2.5,3 eV; t_AB=-0.4, t_AC=-0.5, t_BC=-0.4,-0.3,-0.2 eV;", f"gap={gap3:.4f} eV")
print(f"  Om_I, Om_OD, Om_D = {P0[0]:.6f}, {P0[1]:.6f}, {P0[2]:.6f} A^2")
print(f"  B function: log r={v3(r0[1])} A, Om={o0[1]:.6f} A^2; lin Om={lo0[1]:.6f} A^2")
print(f"  R=a1={v3(Av[0])} A: log shift {v3(r1[1]-r0[1])} A, Om={o1[1]:.6f} A^2")
print(f"  R=a1: lin shift {v3(l1[1]-l0[1])} A, Om={lo1[1]:.6f} A^2")
R2 = 2*Av[0]+2*Av[1]; Mc = moved((2, 2, 0)); r2, o2 = estimate(Mc, bv, w8, 'log')
frac = (abs(np.angle(Ma[:, :, 1, 1])-(bv@R2)[:, None]) > pi).mean(1)
assert np.allclose(frac, [0, 0, 0, 1, 0, 0, 0, 1])
assert np.allclose(r2[1]-r0[1]-R2, -N3*Av.sum(0)/4, atol=1e-9) and o2[1]-o0[1] > 10
rg, og = estimate(Mc, bv, w8, 'log', guide=np.array([tau[0], tau[1]+R2]))
assert np.allclose(rg[1], r0[1]+R2, atol=1e-10) and np.allclose(og, o0, atol=1e-9)
print(f"  R=2a1+2a2={v3(R2)} A: principal centre error {v3(r2[1]-r0[1]-R2)} A")
print(f"  principal Om={o2[1]:.3f} A^2, guided Om={og[1]:.6f} A^2")
print("all tests passed")
```

Running it gives:

```
1D model: a=5.0 A, V1=4.0 eV, V2=2.0 eV, hbar^2/2m=3.8100 eV A^2, gap=3.9382 eV
N=12, L=60.0 A, b=0.104720 1/A, w_b=45.5945 A^2
quadrature: centre=0.137060 A, <x^2>=0.800787 A^2, spread=0.782002 A^2
C=0.99562601, S=0.01431201, |z|=0.99572887, beta=0.01437389 rad
link phase=-0.01437389 rad, |M| from 0.991682 to 0.998465
R(A) | x_log(A) Om_log(A^2) | x_lin(A) Om_lin(A^2) | Om_hybrid(A^2) | wrapped links
   0 |   0.137261  0.776740 |   0.13667    0.77904 |    0.77888 | 0
   5 |   5.137261  0.776740 |   4.87212    2.69239 |    0.03853 | 0
  10 |  10.137261  0.776740 |   8.30210   24.92363 |   -8.91563 | 0
  15 |  15.137261  0.776740 |   9.50753   94.59524 |  -44.14833 | 0
  20 |  20.137261  0.776740 |   8.16543  208.75465 | -130.08043 | 0
  25 |  25.137261  0.776740 |   4.63540  319.44950 | -290.94539 | 0
  30 | -29.862739  0.776740 |  -0.13667  363.93986 | -527.82467 | 12
R=0 other rules: averaged-log x=0.137261 A, Om=0.777297 A^2; -ln|M|^2 Om=0.781191 A^2
N=48: error log x 1.252e-05 A, Om -3.320e-04 A^2; lin x -2.450e-05 A, Om -1.863e-04 A^2
N=48, R=a: lin shift error -1.6807e-02 A (leading -1.6825e-02), extra Om 1.2596e-01 A^2 (leading 1.2639e-01)
N=96: error log x 3.129e-06 A, Om -8.303e-05 A^2; lin x -6.127e-06 A, Om -4.660e-05 A^2
N=96, R=a: lin shift error -4.2052e-03 A (leading -4.2063e-03), extra Om 3.1571e-02 A^2 (leading 3.1598e-02)
error ratios N=48/N=96: 4.000 3.998 3.999 3.999 3.997 3.990
origin shift t=1.5 A: log error 1e-15 A; phi+0.01 sin^3(12 phi) error 0.06546 A
same rule on N=16, R=a: error -0.12444 A
gauge alpha=0.3: x_log=0.137261 A, Om_log=1.876271 A^2, Om_D=1.099532 A^2
  centre change: lin -3.344e-03 A, averaged-log -2.548e-03 A
  R=30 A: 6 of 12 links wrap; principal x=0.137261 A, Om=844.580 A^2
  guided branch: x=30.137261 A, Om=1.876271 A^2
fcc model: a=6.0 A, mesh 8^3, |b|=0.22672 1/A, w_b=7.2951 A^2
  E(A,B,C)=-3,-2.5,3 eV; t_AB=-0.4, t_AC=-0.5, t_BC=-0.4,-0.3,-0.2 eV; gap=4.2004 eV
  Om_I, Om_OD, Om_D = 0.208247, 0.000913, 0.001130 A^2
  B function: log r=(1.49009, 1.49533, 1.49869) A, Om=0.057695 A^2; lin Om=0.488389 A^2
  R=a1=(0.00000, 3.00000, 3.00000) A: log shift (0.00000, 3.00000, 3.00000) A, Om=0.057695 A^2
  R=a1: lin shift (-0.40017, 2.02859, 2.02859) A, Om=12.575109 A^2
  R=2a1+2a2=(6.00000, 6.00000, 12.00000) A: principal centre error (-12.00000, -12.00000, -12.00000) A
  principal Om=144.056 A^2, guided Om=0.057695 A^2
all tests passed
```
